**First Joyce-Dixon correction: low-density accuracy and degenerate failure**

For an ideal parabolic band, the program tests $\eta=\ln r+r/\sqrt8+A_2r^2+O(r^3)$ with $A_2=3/16-\sqrt3/9$. Here $\eta$ is the Fermi energy above the band edge divided by $kT$, and $r=n/N_c$ is the mobile density divided by the effective density of states. The program asserts that a direct count of states in $k$-space agrees with the Fermi integral, that the fugacity series and its inverse are consistent, and that both coefficients follow from low-density quadrature. It also asserts the Sommerfeld inversion with its first omitted term, the slope of $\eta(r)$, and a positive, increasing first-order error at the sampled densities. For the free-electron mass at 300 K, the output shows a first-order error of $0.070\,kT$ at $10^{20}$ cm$^{-3}$ and $3.73\,kT$ at $10^{21}$ cm$^{-3}$. The second-order term helps at the lower of these densities but gives a slightly larger error at the higher one. At very large $r$, the ratio of the first-order to the numerically inverted $\eta$ grows nearly as $r^{1/3}$.

## Verification by program

```python
"""First Joyce-Dixon correction for an ideal parabolic band.

Result under test: eta = ln(r) + r/sqrt(8) + A2*r**2 + O(r**3), r -> 0,
with A2 = 3/16 - sqrt(3)/9, and failure of the first-order form at large r.
eta = (Fermi energy - band edge)/(k T); r = n/Nc; n = mobile density;
Nc = 2*(2 pi m k T/h^2)^(3/2); m = density-of-states mass.
The reference is direct quadrature of the Fermi integral and root finding.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

A1 = 1 / np.sqrt(8)
A2 = 3 / 16 - np.sqrt(3) / 9


def fermi_quadrature(eta, power):
    """Integral of y**power / (1 + exp(y*y - eta)) over y > 0."""
    edges = [0.0]
    for shift in (-45.0, 0.0, 45.0):
        if eta + shift > 0:
            edges.append(np.sqrt(eta + shift))
    if eta <= -40:
        raise ValueError("eta outside the range of this quadrature")
    if eta <= 0:
        edges = [0.0, np.sqrt(45.0)]
    return sum(quad(lambda y: y**power * expit(eta - y * y), a, b,
                    epsabs=1e-15, epsrel=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def reduced_density(eta):
    return 4 / np.sqrt(np.pi) * fermi_quadrature(eta, 2)


def density_derivative(eta):
    return 2 / np.sqrt(np.pi) * fermi_quadrature(eta, 0)


def exact_eta(r):
    return brentq(lambda eta: reduced_density(eta) - r, np.log(r) - 1,
                  np.log(r) + 2 * r**(2 / 3) + 2, xtol=1e-13, rtol=1e-14)


def first_order(r):
    return np.log(r) + A1 * r


def first_error(eta):
    return first_order(reduced_density(eta)) - eta


def boltzmann_error(eta):
    return eta - np.log(reduced_density(eta))


# Model band and the effective density of states
temperature = 300.0
mass = const.m_e
thermal_energy = const.k * temperature
kt_mev = thermal_energy / const.e * 1000
nc_si = 2 * (2 * np.pi * mass * thermal_energy / const.h**2)**1.5
nc_cm = nc_si * 1e-6

# Count occupied k states directly, including spin, in SI units
k_thermal = np.sqrt(2 * mass * thermal_energy) / const.hbar
for eta in (-2.0, 1.0, 6.0):
    def occupied_shell(k):
        energy = const.hbar**2 * k**2 / (2 * mass)
        return 2 * 4 * np.pi * k**2 / (2 * np.pi)**3 * expit(
            eta - energy / thermal_energy)
    k_nodes, weights = np.polynomial.legendre.leggauss(300)
    k_max = 7.5 * k_thermal
    k_values = k_max * (k_nodes + 1) / 2
    counted = k_max / 2 * np.sum(weights * occupied_shell(k_values))
    assert abs(counted / (nc_si * reduced_density(eta)) - 1) < 1e-9


# Fugacity series: converges below z = 1 and diverges above it
def fugacity_sum(z, terms):
    return sum((-1)**(j + 1) * z**j / j**1.5 for j in range(1, terms + 1))


for z in (0.1, 0.5, 0.8):
    assert abs(fugacity_sum(z, 180) / reduced_density(np.log(z)) - 1) < 1e-10
assert abs(fugacity_sum(2.0, 40) - reduced_density(np.log(2.0))) > 1e3

# Inverse series substituted back into the fugacity series
x = sp.symbols("x", positive=True)
b2 = 1 / sp.sqrt(8)
b3 = sp.Rational(1, 4) - 1 / sp.sqrt(27)
z_series = x + b2 * x**2 + b3 * x**3
back = sp.expand(z_series - z_series**2 / sp.sqrt(8)
                 + z_series**3 / sp.sqrt(27) - x)
for order in (1, 2, 3):
    assert sp.simplify(back.coeff(x, order)) == 0

# Both coefficients extracted from the integral at low density
eta_low = np.log(0.01)
r_low = reduced_density(eta_low)
a1_measured = (eta_low - np.log(r_low)) / r_low
a2_measured = (eta_low - np.log(r_low) - A1 * r_low) / r_low**2
assert abs(a1_measured - A1) < 1e-4
assert abs(a2_measured / A2 - 1) < 2e-3

# Sign and growth of the first-order error over a wide density range
eta_scan = np.concatenate([np.linspace(-4, 20, 49), np.geomspace(22, 3000, 25)])
scan_error = np.array([first_error(eta) for eta in eta_scan])
assert np.all(scan_error > 0) and np.all(np.diff(scan_error) > 0)
r_scan_low = reduced_density(eta_scan[0])
r_scan_high = reduced_density(eta_scan[-1])


# Degenerate expansion, including the size of its first omitted term
def zero_temperature_eta(r):
    return (3 * np.sqrt(np.pi) * r / 4)**(2 / 3)


def sommerfeld_eta(r):
    eta0 = zero_temperature_eta(r)
    return eta0 - np.pi**2 / (12 * eta0)


r_deg = 100.0
eta_deg = exact_eta(r_deg)
omitted = (eta_deg - sommerfeld_eta(r_deg)) * zero_temperature_eta(r_deg)**3
assert abs(omitted / (-np.pi**4 / 80) - 1) < 0.03

# Exact slope from differences of the inverted integral
for r in (0.3, 5.0, 1000.0):
    step = 1e-4 * r
    slope = (exact_eta(r + step) - exact_eta(r - step)) / (2 * step)
    assert abs(slope * density_derivative(exact_eta(r)) - 1) < 1e-5
    if r == 1000.0:
        power_slope = 2 * zero_temperature_eta(r) / (3 * r)
        assert abs(slope / power_slope - 1) < 1e-3

# Approach of error/r to its limit, and growth of the ratio as r**(1/3)
far_r = np.array([1e3, 1e4, 1e5])
far_eta = np.array([exact_eta(r) for r in far_r])
far_error_ratio = (first_order(far_r) - far_eta) / far_r
assert np.all(np.diff(far_error_ratio) > 0)
assert 0 < A1 - far_error_ratio[-1] < 0.03
growth_power = np.log((first_order(far_r[2]) / far_eta[2])
                      / (first_order(far_r[1]) / far_eta[1])) / np.log(10)
assert abs(growth_power - 1 / 3) < 0.01

print(f"Temperature = {temperature:.0f} K; mass / electron mass = "
      f"{mass / const.m_e:.1f}")
print(f"kT = {kt_mev:.3f} meV; Nc = {nc_cm:.4e} cm^-3")
print(f"A1 = {A1:.6f}; A2 = {A2:.6e} (dimensionless)")
print(f"3/16 = {3 / 16:.6f}; sqrt(3)/9 = {np.sqrt(3) / 9:.6f}")
print(f"Low-density quadrature at r = {r_low:.6f}: "
      f"A1 estimate = {a1_measured:.6f}, A2 estimate = {a2_measured:.6e}")
print(f"At eta = 0: r = {reduced_density(0.0):.6f}")
print(f"Error positive and increasing on scan r = {r_scan_low:.4f} "
      f"to {r_scan_high:.4e}")

errors_first = []
errors_second = []
for density in (1e18, 1e19, 1e20, 1e21):
    r = density / nc_cm
    eta = exact_eta(r)
    eta1 = first_order(r)
    eta2 = eta1 + A2 * r**2
    errors_first.append(eta1 - eta)
    errors_second.append(eta2 - eta)
    print(f"n = {density:.0e} cm^-3: r = {r:.6f}, exact eta = {eta:.6f}")
    print(f"  Boltzmann eta = {np.log(r):.6f}, r/sqrt(8) = {A1 * r:.6f}, "
          f"first-order eta = {eta1:.6f}, second-order eta = {eta2:.6f}")
    print(f"  errors / kT: Boltzmann {np.log(r) - eta:.3e}, "
          f"first {eta1 - eta:.3e}, second {eta2 - eta:.3e}")
    print(f"  first-order error = {(eta1 - eta) * kt_mev:.3e} meV; "
          f"r deta/dr: exact {r / density_derivative(eta):.4f}, "
          f"first-order {1 + A1 * r:.4f}")
assert abs(errors_second[2]) < abs(errors_first[2])
assert abs(errors_second[3]) > abs(errors_first[3])

r_top = 1e21 / nc_cm
print(f"At n = 1e21 cm^-3: eta0 = {zero_temperature_eta(r_top):.6f}, "
      f"Sommerfeld eta = {sommerfeld_eta(r_top):.6f}")

for tolerance in (0.01, 0.1, 1.0):
    eta_b = brentq(lambda eta: boltzmann_error(eta) - tolerance, -6, 30)
    eta_j = brentq(lambda eta: first_error(eta) - tolerance, -6, 30)
    r_b, r_j = reduced_density(eta_b), reduced_density(eta_j)
    estimate = np.sqrt(tolerance / abs(A2))
    assert r_j > r_b
    if tolerance == 0.01:
        assert abs(r_j / estimate - 1) < 0.05
    print(f"Error {tolerance:.2f} kT: Boltzmann limit r = {r_b:.4f}, "
          f"n = {r_b * nc_cm:.3e} cm^-3")
    print(f"  first-order limit r = {r_j:.4f}, eta = {eta_j:.4f}, "
          f"n = {r_j * nc_cm:.3e} cm^-3; estimated r = {estimate:.4f}")

for r, eta, ratio in zip(far_r, far_eta, far_error_ratio):
    print(f"r = {r:.0e}: exact eta = {eta:.3f}, first-order eta = "
          f"{first_order(r):.3f}, error/r = {ratio:.5f}")
print(f"Growth exponent of first-order/exact eta, r = 1e4 to 1e5: "
      f"{growth_power:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature = 300 K; mass / electron mass = 1.0
kT = 25.852 meV; Nc = 2.5094e+19 cm^-3
A1 = 0.353553; A2 = -4.950090e-03 (dimensionless)
3/16 = 0.187500; sqrt(3)/9 = 0.192450
Low-density quadrature at r = 0.009965: A1 estimate = 0.353504, A2 estimate = -4.948612e-03
At eta = 0: r = 0.765147
Error positive and increasing on scan r = 0.0182 to 1.2361e+05
n = 1e+18 cm^-3: r = 0.039850, exact eta = -3.208552
  Boltzmann eta = -3.222634, r/sqrt(8) = 0.014089, first-order eta = -3.208545, second-order eta = -3.208552
  errors / kT: Boltzmann -1.408e-02, first 7.851e-06, second -9.379e-09
  first-order error = 2.030e-04 meV; r deta/dr: exact 1.0141, first-order 1.0141
n = 1e+19 cm^-3: r = 0.398500, exact eta = -0.779934
  Boltzmann eta = -0.920049, r/sqrt(8) = 0.140891, first-order eta = -0.779158, second-order eta = -0.779944
  errors / kT: Boltzmann -1.401e-01, first 7.768e-04, second -9.280e-06
  first-order error = 2.008e-02 meV; r deta/dr: exact 1.1393, first-order 1.1409
n = 1e+20 cm^-3: r = 3.984997, exact eta = 2.721209
  Boltzmann eta = 1.382537, r/sqrt(8) = 1.408909, first-order eta = 2.791446, second-order eta = 2.712837
  errors / kT: Boltzmann -1.339e+00, first 7.024e-02, second -8.372e-03
  first-order error = 1.816e+00 meV; r deta/dr: exact 2.2759, first-order 2.4089
n = 1e+21 cm^-3: r = 39.849969, exact eta = 14.046336
  Boltzmann eta = 3.685122, r/sqrt(8) = 14.089092, first-order eta = 17.774213, second-order eta = 9.913372
  errors / kT: Boltzmann -1.036e+01, first 3.728e+00, second -4.133e+00
  first-order error = 9.637e+01 meV; r deta/dr: exact 9.4432, first-order 15.0891
At n = 1e21 cm^-3: eta0 = 14.105099, Sommerfeld eta = 14.046789
Error 0.01 kT: Boltzmann limit r = 0.0283, n = 7.101e+17 cm^-3
  first-order limit r = 1.4519, eta = 0.8762, n = 3.643e+19 cm^-3; estimated r = 1.4213
Error 0.10 kT: Boltzmann limit r = 0.2840, n = 7.126e+18 cm^-3
  first-order limit r = 4.8066, eta = 3.1694, n = 1.206e+20 cm^-3; estimated r = 4.4946
Error 1.00 kT: Boltzmann limit r = 2.9396, n = 7.377e+19 cm^-3
  first-order limit r = 17.4614, eta = 8.0335, n = 4.382e+20 cm^-3; estimated r = 14.2133
r = 1e+03: exact eta = 120.893, first-order eta = 360.461, error/r = 0.23957
r = 1e+04: exact eta = 561.164, first-order eta = 3544.744, error/r = 0.29836
r = 1e+05: exact eta = 2604.698, first-order eta = 35366.852, error/r = 0.32762
Growth exponent of first-order/exact eta, r = 1e4 to 1e5: 0.3323
ALL CHECKS PASSED
```
